**Scharfetter-Gummel and central fluxes for charged vacancies**

The program compares two face fluxes for vacancies of charge number z, with concentration c, diffusivity D and scaled potential difference w = zΔφ/(kT/e). It asserts that the Scharfetter-Gummel flux agrees with numerical integration between two nodes and relaxes to Boltzmann equilibrium on an irregular mesh. Bisection on the sign of a matrix exponential gives the central positivity limit 2kT/(|z|e) for z = 1, 2 and 3; for z = 2 this is 25.852 mV at 300 K. In a 20-cell film with 50 mV per cell, the central density turns negative after about 11 s, while the fitted density stays nonnegative throughout the run. The program also asserts that the fitted steady values equal the exact cell averages in a uniform field. Pulse moments show the cost on this coarse mesh: the effective diffusivity is 2.02 D. The output ends with the sizes of several effects left out of the model.

## Numerical verification

```python
"""
Drift-diffusion of doubly charged vacancies between closed electrodes.
Result under test: the Scharfetter-Gummel (SG) face flux
    J = (D/h) [B(w) c_left - B(-w) c_right],   B(x) = x/(exp(x)-1),
has exact discrete Boltzmann equilibrium and keeps c >= 0, whereas central
differencing keeps c >= 0 for all data only if |potential drop| <= 2kT/(|z|e),
which is kT/e for z = 2.
Symbols: c concentration, D diffusivity, h node spacing, z charge number,
w = z * (phi_right - phi_left) / (kT/e), phi electric potential.
Matrices are in units of D/h^2 and concentrations in units of their mean,
unless a name carries a unit.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm


def bernoulli(x):
    a = abs(x)
    if a == 0.0:
        return 1.0
    value_at_minus_a = a / (-np.expm1(-a))
    return value_at_minus_a * np.exp(-a) if x > 0 else value_at_minus_a


def sg_flux(left, right, w):
    return bernoulli(w) * left - bernoulli(-w) * right


def central_flux(left, right, w):
    return -(right - left) - w * (left + right) / 2


def rate_matrix(flux, w_faces, gaps=None, widths=None):
    """Closed-end finite-volume matrix assembled from face fluxes."""
    n = len(w_faces) + 1
    gaps = np.ones(n - 1) if gaps is None else gaps
    widths = np.ones(n) if widths is None else widths
    matrix = np.zeros((n, n))
    for i, w in enumerate(w_faces):
        from_left = flux(1.0, 0.0, w) / gaps[i]
        from_right = flux(0.0, 1.0, w) / gaps[i]
        matrix[i, i] -= from_left
        matrix[i, i + 1] -= from_right
        matrix[i + 1, i] += from_left
        matrix[i + 1, i + 1] += from_right
    return matrix / widths[:, None]


def implicit_propagator(matrix, step):
    return np.linalg.inv(np.eye(len(matrix)) - step * matrix)


def relax(matrix, step=200.0, count=80):
    """Steady state reached by many implicit steps from a uniform start."""
    propagator = implicit_propagator(matrix, step)
    c = np.ones(len(matrix))
    for _ in range(count):
        c = propagator @ c
        c = c / c.mean()
    return c


# ---- example inputs: rough values for a lightly reduced rutile TiO2 film ----
z = 2
temperature = 300.0            # K
thickness_nm = 100.0
voltage = 1.0                  # V, potential falls from left to right
cells = 20
mean_density = 1e16            # cm^-3
barrier_ev = 0.7
hop_nm = 0.3
attempt_rate = 1e13            # 1/s, each direction
permittivity = 100.0           # relative, rough
oxygen_sites = 6e22            # cm^-3, rough
breakdown_field = 1.0          # MV/cm, rough

k_ev = const.k / const.e
vt = k_ev * temperature
drop = voltage / cells
w_film = -z * drop / vt
h_cm = thickness_nm / cells * 1e-7
length_cm = thickness_nm * 1e-7
field = voltage / length_cm    # V/cm
diffusivity = (hop_nm * 1e-7)**2 * attempt_rate * np.exp(-barrier_ev / vt)
mobility = z * diffusivity / vt
transit = length_cm / (mobility * field)
time_unit = h_cm**2 / diffusivity

# ---- stable evaluation of B against high precision ----
mp.mp.dps = 40
for x in (-600.0, -3.9, -1e-12, 1e-12, 3.9, 600.0):
    reference = mp.mpf(x) / mp.expm1(mp.mpf(x))
    assert abs(mp.mpf(float(bernoulli(x))) / reference - 1) < 1e-12
small = 1e-12
reference = float(mp.mpf(small) / mp.expm1(mp.mpf(small)))
naive_error = abs(small / (np.exp(small) - 1) / reference - 1)
assert naive_error > 1e-6

# ---- SG flux against integration of the two-point problem ----
def endpoint(left, flux_value, w):
    result = solve_ivp(lambda s, c: -w * c - flux_value, (0, 1), [left],
                       method="DOP853", rtol=1e-11, atol=1e-13)
    return result.y[0, -1]


flux_error = 0.0
for w in (w_film, -0.3, 0.3, 5.0):
    for left, right in ((1.0, 0.2), (0.1, 2.0)):
        without, with_unit = endpoint(left, 0.0, w), endpoint(left, 1.0, w)
        shooting = (right - without) / (with_unit - without)
        flux_error = max(flux_error, abs(shooting - sg_flux(left, right, w)))
assert flux_error < 1e-7

# ---- Boltzmann equilibrium on an irregular mesh and potential ----
rng = np.random.default_rng(4)
widths = rng.uniform(0.5, 2.0, 12)
gaps = (widths[1:] + widths[:-1]) / 2
potential = rng.uniform(-0.06, 0.06, 12)
largest_drop = np.max(np.abs(np.diff(potential)))
assert largest_drop > vt
irregular = relax(rate_matrix(sg_flux, z * np.diff(potential) / vt,
                              gaps, widths), step=1e5)
boltzmann = np.exp(-z * potential / vt)
boltzmann /= boltzmann.mean()
irregular_error = np.max(np.abs(irregular / boltzmann - 1))
assert irregular_error < 1e-6

# ---- positivity limit of central differencing found by bisection ----
def central_limit(charge):
    low, high = 0.1, 3.0       # drop in units of kT/e
    for _ in range(45):
        middle = (low + high) / 2
        matrix = rate_matrix(central_flux, np.full(5, -charge * middle))
        if expm(1e-3 * matrix).min() < -1e-12:
            high = middle
        else:
            low = middle
    return (low + high) / 2


limits = {charge: central_limit(charge) for charge in (1, 2, 3)}
for charge, limit in limits.items():
    assert abs(limit - 2 / charge) < 1e-6

# ---- film: positivity and steady profiles ----
sg_matrix = rate_matrix(sg_flux, np.full(cells - 1, w_film))
central_matrix = rate_matrix(central_flux, np.full(cells - 1, w_film))
for step in (0.01, 1.0, 200.0):
    assert implicit_propagator(sg_matrix, step).min() >= 0
assert implicit_propagator(central_matrix, 0.01).min() < 0
sg_steady, central_steady = relax(sg_matrix), relax(central_matrix)

decay_cells = vt / (z * drop)  # Boltzmann decay length in cells
averages = np.array([quad(lambda s: np.exp(-s / decay_cells),
                          cells - i - 1, cells - i, epsabs=0)[0]
                     for i in range(cells)])
averages /= averages.mean()
average_error = np.max(np.abs(sg_steady / averages - 1))
assert average_error < 1e-7
central_ratio = (1 - w_film / 2) / (1 + w_film / 2)
assert abs(central_steady[-1] / central_steady[-2] / central_ratio - 1) < 1e-7
assert np.all(central_steady[-10:-1] * central_steady[-9:] < 0)
wall_peak = 1 / quad(lambda s: np.exp(-s * z * voltage / vt), 0, 1)[0]
last_node_point = wall_peak * np.exp(-0.5 / decay_cells)

# ---- film: switching on the voltage over a uniform distribution ----
dt = 0.1                       # s
def first_negative(propagator, duration=200.0):
    c = np.ones(cells)
    for k in range(1, int(round(duration / dt)) + 1):
        c = propagator @ c
        if c.min() < 0:
            return k * dt, int(np.argmin(c))
    return None


sg_step = implicit_propagator(sg_matrix, dt / time_unit)
central_step = implicit_propagator(central_matrix, dt / time_unit)
assert first_negative(sg_step) is None
crossing = first_negative(central_step)
exact_crossing = first_negative(expm(central_matrix * dt / time_unit))
assert crossing is not None and exact_crossing is not None
assert crossing[0] > dt and abs(crossing[0] - exact_crossing[0]) < 0.35
sg_then = np.ones(cells)
for _ in range(int(round(crossing[0] / dt))):
    sg_then = sg_step @ sg_then

# ---- added diffusion from the moments of a travelling pulse ----
def pulse_moments(flux, time=2.0, n=121):
    start = np.zeros(n)
    start[n // 2] = 1.0
    c = expm(time * rate_matrix(flux, np.full(n - 1, w_film))) @ start
    position = np.arange(n) - n // 2
    mean = position @ c
    return mean / time, ((position - mean)**2 @ c) / (2 * time)


sg_speed, sg_spread = pulse_moments(sg_flux)
central_speed, central_spread = pulse_moments(central_flux)
assert abs(sg_speed + w_film) < 1e-6 and abs(central_speed + w_film) < 1e-6
assert abs(sg_spread - (w_film / 2) / np.tanh(w_film / 2)) < 1e-6
assert abs(central_spread - 1) < 1e-6

# ---- smallest mesh on which central differencing is safe ----
safe_cells = int(np.ceil(voltage / vt))
def central_film(n):
    return rate_matrix(central_flux, np.full(n - 1, -z * voltage / (n * vt)))


assert implicit_propagator(central_film(safe_cells), 0.01).min() >= 0
assert implicit_propagator(central_film(safe_cells - 1), 0.01).min() < 0
safe_profile = relax(central_film(safe_cells))
safe_ratio = safe_profile[-1] / safe_profile[-2]
true_safe_ratio = np.exp(z * voltage / (safe_cells * vt))
assert safe_ratio > 2 * true_safe_ratio

# ---- sizes of neglected effects ----
eps_cm = permittivity * const.epsilon_0 / 100      # F/cm
self_field = z * const.e * mean_density * length_cm / eps_cm
density_equal = eps_cm * field / (z * const.e * length_cm)
site_fraction = wall_peak * mean_density / oxygen_sites
hop_argument = z * hop_nm * 1e-7 * field / (2 * vt)
hop_excess = np.sinh(hop_argument) / hop_argument - 1
hot = const.zero_Celsius + 85
hot_factor = np.exp(barrier_ev / k_ev * (1 / temperature - 1 / hot))
barrier_factor = np.exp(0.1 / vt)
vacancies_small = mean_density * length_cm * (100e-7)**2
assert self_field < 0.1 * field and site_fraction < 0.01 and hop_excess < 0.01

print(f"Temperature: {temperature:.0f} K; kT/e: {vt*1e3:.3f} mV")
print(f"Film: {thickness_nm:.0f} nm, {voltage:.1f} V, {cells} cells")
print(f"Cell width: {h_cm*1e7:.1f} nm; drop per cell: {drop*1e3:.1f} mV")
print(f"Field: {field*1e-6:.2f} MV/cm; scaled drop w: {w_film:.4f}")
print(f"Mean vacancy density: {mean_density:.1e} cm^-3")
print(f"Barrier: {barrier_ev:.2f} eV; hop: {hop_nm:.1f} nm")
print(f"Attempt rate per direction: {attempt_rate:.1e} 1/s")
print(f"Diffusivity: {diffusivity:.3e} cm2/s")
print(f"Mobility: {mobility:.3e} cm2/Vs; transit time: {transit:.1f} s")
print(f"Diffusion time of a cell h^2/D: {time_unit:.2f} s")
print(f"B(w): {bernoulli(w_film):.4f}; B(-w): {bernoulli(-w_film):.4f}")
print(f"Central coefficient 1-w/2: {1-w_film/2:.4f}")
print(f"Central coefficient 1+w/2: {1+w_film/2:.4f}")
print(f"Relative error of naive B at x=1e-12: {naive_error:.1e}")
print(f"SG flux minus integrated flux, largest (D/h units): {flux_error:.1e}")
print(f"Irregular mesh, largest drop: {largest_drop*1e3:.1f} mV")
print(f"Irregular mesh, relative Boltzmann error: {irregular_error:.1e}")
for charge, limit in limits.items():
    print(f"Central limit by bisection, z={charge}: {limit*vt*1e3:.3f} mV")
print(f"Steady neighbour ratio, Boltzmann: {np.exp(-w_film):.3f}")
print(f"Steady neighbour ratio, central: {central_ratio:.3f}")
print("Steady densities in cm^-3 (cell, SG, exact average, central):")
for i in range(cells - 4, cells):
    print(f"  {i+1}: {sg_steady[i]*mean_density:.3e}, "
          f"{averages[i]*mean_density:.3e}, "
          f"{central_steady[i]*mean_density:.3e}")
print(f"SG error against exact cell averages: {average_error:.1e}")
print(f"Exact point density, last node: {last_node_point*mean_density:.3e} cm^-3")
print(f"Exact density at the wall: {wall_peak*mean_density:.3e} cm^-3")
print(f"Boltzmann decay length: {decay_cells*h_cm*1e7:.3f} nm")
print(f"Central first negative: {crossing[0]:.1f} s, cell {crossing[1]+1}")
print(f"Same with exact time evolution: {exact_crossing[0]:.1f} s")
print(f"SG density there then: {sg_then[crossing[1]]*mean_density:.3e} cm^-3")
print(f"Pulse diffusivity / D: SG {sg_spread:.4f}, central {central_spread:.4f}")
print(f"Cells needed for central positivity: {safe_cells}")
print(f"Ratio on that mesh: central {safe_ratio:.1f}, exact {true_safe_ratio:.3f}")
print(f"Relative permittivity (rough): {permittivity:.0f}")
print(f"Vacancy self-field, upper size: {self_field*1e-6:.4f} MV/cm")
print(f"Self-field / applied field: {100*self_field/field:.1f} %")
print(f"Mean density where they are equal: {density_equal:.2e} cm^-3")
print(f"Oxygen site density (rough): {oxygen_sites:.1e} cm^-3")
print(f"Largest filled site fraction: {site_fraction:.1e}")
print(f"Nonlinear hopping speed excess: {100*hop_excess:.2f} %")
print(f"Breakdown field (rough): {breakdown_field:.1f} MV/cm")
print(f"Applied / breakdown field: {field*1e-6/breakdown_field:.2f}")
print(f"At 85 C: D factor {hot_factor:.1f}, kT/e {k_ev*hot*1e3:.2f} mV")
print(f"D factor for a barrier change of 0.1 eV: {barrier_factor:.1f}")
print(f"Vacancies in a 100 nm by 100 nm device: {vacancies_small:.1f}")
print("finished without a failed check")
```

Running it gives:

```
Temperature: 300 K; kT/e: 25.852 mV
Film: 100 nm, 1.0 V, 20 cells
Cell width: 5.0 nm; drop per cell: 50.0 mV
Field: 0.10 MV/cm; scaled drop w: -3.8682
Mean vacancy density: 1.0e+16 cm^-3
Barrier: 0.70 eV; hop: 0.3 nm
Attempt rate per direction: 1.0e+13 1/s
Diffusivity: 1.566e-14 cm2/s
Mobility: 1.211e-12 cm2/Vs; transit time: 82.5 s
Diffusion time of a cell h^2/D: 15.97 s
B(w): 3.9507; B(-w): 0.0826
Central coefficient 1-w/2: 2.9341
Central coefficient 1+w/2: -0.9341
Relative error of naive B at x=1e-12: 8.9e-05
SG flux minus integrated flux, largest (D/h units): 3.6e-12
Irregular mesh, largest drop: 90.2 mV
Irregular mesh, relative Boltzmann error: 1.7e-14
Central limit by bisection, z=1: 51.704 mV
Central limit by bisection, z=2: 25.852 mV
Central limit by bisection, z=3: 17.235 mV
Steady neighbour ratio, Boltzmann: 47.855
Steady neighbour ratio, central: -3.141
Steady densities in cm^-3 (cell, SG, exact average, central):
  17: 1.787e+12, 1.787e+12, -8.508e+15
  18: 8.551e+13, 8.551e+13, 2.672e+16
  19: 4.092e+15, 4.092e+15, -8.394e+16
  20: 1.958e+17, 1.958e+17, 2.637e+17
SG error against exact cell averages: 8.9e-15
Exact point density, last node: 1.118e+17 cm^-3
Exact density at the wall: 7.736e+17 cm^-3
Boltzmann decay length: 1.293 nm
Central first negative: 11.2 s, cell 1
Same with exact time evolution: 11.0 s
SG density there then: 7.359e+14 cm^-3
Pulse diffusivity / D: SG 2.0166, central 1.0000
Cells needed for central positivity: 39
Ratio on that mesh: central 244.1, exact 7.269
Relative permittivity (rough): 100
Vacancy self-field, upper size: 0.0036 MV/cm
Self-field / applied field: 3.6 %
Mean density where they are equal: 2.76e+17 cm^-3
Oxygen site density (rough): 6.0e+22 cm^-3
Largest filled site fraction: 1.3e-05
Nonlinear hopping speed excess: 0.22 %
Breakdown field (rough): 1.0 MV/cm
Applied / breakdown field: 0.10
At 85 C: D factor 81.2, kT/e 30.86 mV
D factor for a barrier change of 0.1 eV: 47.9
Vacancies in a 100 nm by 100 nm device: 10.0
finished without a failed check
```
